# How large is the Berry-curvature splitting of 2p excitons in monolayer MoS2?: verification in Python

```python
"""Berry-curvature splitting of 2p excitons in a massive Dirac monolayer.
Result under test, at valley K and to first order in 1/gap at fixed mass:
    E(m=+1) - E(m=-1) = Omega * <U'(r)/r>_2p,  Omega = hbar^2/(mu*gap)
U: screened electron-hole attraction (negative), mu: reduced mass,
gap: quasiparticle gap, m: envelope angular momentum in the smooth gauge.
The formula is compared with the full pair equation containing the exact
Dirac spinor overlaps. Lengths are in nm and energies in eV.
Material parameters are rough values for suspended monolayer MoS2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import jv, struve, y0, y1

HB2 = const.hbar**2 / (const.m_e * const.e) * 1e18      # hbar^2/m_e, eV nm^2
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9    # e^2/(4 pi eps0), eV nm
GAP, MU, R0, KAPPA = 2.5, 0.25, 4.2, 1.0


def attraction(r, kappa=KAPPA, r0=R0):
    x = kappa * r / r0
    return -COUL * np.pi / (2 * r0) * (struve(0, x) - y0(x))


def attraction_slope(r, kappa=KAPPA, r0=R0):
    x = kappa * r / r0
    return -COUL * np.pi * kappa / (2 * r0**2) * (2 / np.pi - struve(1, x) + y1(x))


def dirac_velocity(gap, mu=MU):
    """hbar*v in eV nm from the Dirac mass relation."""
    return np.sqrt(HB2 * gap / (4 * mu))


def real_space_2p(potential, mu=MU, step=0.005, box=25.0):
    """Lowest |m|=1 state by finite differences; returns E, r, probabilities."""
    r = step * np.arange(1, int(round(box / step)))
    t = HB2 / (2 * mu)
    diagonal = 2 * t / step**2 + t * 0.75 / r**2 + potential(r)
    off = np.full(len(r) - 1, -t / step**2)
    e, u = eigh_tridiagonal(diagonal, off, select='i', select_range=(0, 0))
    prob = u[:, 0]**2
    return e[0], r, prob / prob.sum()


def first_order(gap=GAP, kappa=KAPPA, r0=R0):
    e, r, p = real_space_2p(lambda x: attraction(x, kappa, r0))
    return HB2 / (MU * gap) * np.sum(p * attraction_slope(r, kappa, r0) / r)


class PairEquation:
    """Radial momentum-space pair equation on Gauss-Legendre meshes."""

    def __init__(self, nk=200, kmax=12.0, nr=600, box=20.0):
        x, w = np.polynomial.legendre.leggauss(nk)
        self.k, self.wk = kmax * (x + 1) / 2, kmax * w / 2
        x, w = np.polynomial.legendre.leggauss(nr)
        s = (x + 1) / 2
        self.r, self.wr = box * s**2, box * s * w
        self.bessel = {}

    def channel(self, n, u):
        n = abs(n)
        if n not in self.bessel:
            self.bessel[n] = (jv(n, np.outer(self.k, self.r))
                              * np.sqrt(self.k * self.wk)[:, None]
                              * np.sqrt(self.r * self.wr)[None, :])
        b = self.bessel[n]
        return (b * u) @ b.T

    def mixing(self, gap):
        half = 0.5 * np.arctan2(2 * dirac_velocity(gap) * self.k, gap)
        return np.cos(half), np.sin(half)

    def matrix(self, m, gap=GAP, kappa=KAPPA, r0=R0):
        u = attraction(self.r, kappa, r0)
        c, s = self.mixing(gap)
        v = dirac_velocity(gap)
        h = np.diag(np.sqrt(gap**2 + 4 * v**2 * self.k**2) - gap)
        for weight, factor, n in ((1, c * c, m), (2, c * s, m + 1), (1, s * s, m + 2)):
            h = h + weight * np.outer(factor, factor) * self.channel(n, u)
        return h

    def level(self, m, index=0, **pars):
        return eigh(self.matrix(m, **pars), eigvals_only=True,
                    subset_by_index=[index, index])[0]

    def splitting(self, **pars):
        return self.level(1, **pars) - self.level(-1, **pars)


def spinors(kx, ky, gap, valley=1):
    """Numerical conduction and valence spinors, smooth gauge at k=0."""
    v = dirac_velocity(gap)
    h = np.array([[gap / 2, v * (valley * kx - 1j * ky)],
                  [v * (valley * kx + 1j * ky), -gap / 2]])
    vec = np.linalg.eigh(h)[1]
    val, con = vec[:, 0], vec[:, 1]
    return con * np.exp(-1j * np.angle(con[0])), val * np.exp(-1j * np.angle(val[1]))


def plaquette_curvature(band, valley, side=0.02):
    d = side / 2
    corners = [(-d, -d), (d, -d), (d, d), (-d, d)]
    u = [spinors(x, y, GAP, valley)[band] for x, y in corners]
    loop = np.prod([np.vdot(u[i], u[(i + 1) % 4]) for i in range(4)])
    return -np.angle(loop) / side**2


# Band curvatures, both valleys, from numerical eigenvectors
beta2 = (dirac_velocity(GAP) / GAP)**2
omega = HB2 / (MU * GAP)
curv_c, curv_v = plaquette_curvature(0, 1), plaquette_curvature(1, 1)
assert abs(curv_c / (-2 * beta2) - 1) < 1e-3
assert abs(curv_v / (2 * beta2) - 1) < 1e-3
assert abs((curv_v - curv_c) / omega - 1) < 1e-3
curv_c_other = plaquette_curvature(0, -1)
assert abs(curv_c_other / (2 * beta2) - 1) < 1e-3

# Screened potential against the transform of 1/(q(kappa+r0 q)), and its slope
for rt in (0.5, 1.5, 6.0):
    integral = quad(lambda t: np.exp(-KAPPA * t / R0) / np.hypot(t, rt), 0, np.inf)[0]
    assert abs(attraction(rt) / (-COUL / R0 * integral) - 1) < 1e-6
    numeric = (attraction(rt + 1e-4) - attraction(rt - 1e-4)) / 2e-4
    assert abs(numeric / attraction_slope(rt) - 1) < 1e-5

# Real-space solver against two-dimensional hydrogen (permittivity 4)
bohr = HB2 * 4 / (MU * COUL)
e_h, r_h, p_h = real_space_2p(lambda r: -COUL / (4 * r))
assert abs(e_h / (-(2 / 9) * COUL / (4 * bohr)) - 1) < 2e-3
assert abs(np.sum(p_h / r_h**3) * bohr**3 / (32 / 81) - 1) < 0.01

# Channel kernel against direct angular integration with numerical spinors
pair = PairEquation()
u_mesh = attraction(pair.r)
ka, kb = 0.8, 1.1
angles = 2 * np.pi * np.arange(400) / 400
con_b, val_b = spinors(kb, 0.0, GAP)
overlap = []
for a in angles:
    con_a, val_a = spinors(ka * np.cos(a), ka * np.sin(a), GAP)
    overlap.append(np.vdot(con_a, con_b) * np.vdot(val_b, val_a))
overlap = np.array(overlap)
q = np.sqrt(ka**2 + kb**2 - 2 * ka * kb * np.cos(angles))
u_q = jv(0, np.outer(q, pair.r)) @ (pair.r * pair.wr * u_mesh)
half_a, half_b = [0.5 * np.arctan2(2 * dirac_velocity(GAP) * k, GAP) for k in (ka, kb)]
cc, ss = np.cos(half_a) * np.cos(half_b), np.sin(half_a) * np.sin(half_b)
for m in (-1, 1):
    direct = np.mean(u_q * overlap * np.exp(-1j * m * angles))
    parts = [np.sum(pair.r * pair.wr * u_mesh * jv(n, ka * pair.r) * jv(n, kb * pair.r))
             for n in (m, m + 1, m + 2)]
    formula = cc**2 * parts[0] + 2 * cc * ss * parts[1] + ss**2 * parts[2]
    assert abs(direct - formula) < 1e-7 * abs(formula)

# Parabolic 2p state: two solvers and the virial theorem
e_2p, r, prob = real_space_2p(attraction)
h_plain = np.diag(HB2 * pair.k**2 / (2 * MU)) + pair.channel(1, u_mesh)
e_plain = eigh(h_plain, eigvals_only=True, subset_by_index=[0, 0])[0]
assert abs(e_plain - e_2p) < 3e-4
kinetic = e_2p - np.sum(prob * attraction(r))
virial = 0.5 * np.sum(prob * r * attraction_slope(r))
assert abs(kinetic / virial - 1) < 2e-3
mean_r = np.sum(prob * r)
force_avg = np.sum(prob * attraction_slope(r) / r)
split_first = omega * force_avg

# Logarithmic estimate against a numerical logarithmic-potential state
split_hand = (2 / 3) * (COUL / R0)**2 / GAP
trial_b = np.sqrt(HB2 * R0 / (MU * COUL))
_, r_log, p_log = real_space_2p(lambda x: COUL / R0 * np.log(x / R0))
split_log = omega * COUL / R0 * np.sum(p_log / r_log**2)
assert abs(split_log / split_hand - 1) < 0.3
assert split_first < split_log

# Full pair equation, its convergence and the large-gap limit
e_plus, e_minus = pair.level(1), pair.level(-1)
split_full = e_plus - e_minus
fine = PairEquation(nk=320, kmax=18.0, nr=900, box=25.0)
shift_split = fine.splitting() - split_full
shift_level = fine.level(-1) - e_minus
e_1s, e_2s = pair.level(0), pair.level(0, index=1)
shift_1s = fine.level(0) - e_1s
assert abs(shift_split) < 1e-4 and abs(shift_level) < 3e-4 and abs(shift_1s) < 2e-3
ratios = [pair.splitting(gap=f * GAP) / (split_first / f) for f in (1, 4, 16)]
assert abs(ratios[2] - 1) < 0.02
assert 0.003 < split_full < 0.03

# Trigonal warping of the pair energy: C k^3 cos(3 theta), cut off at large k
WARP, WARP_CUT = 0.010, 4.0       # eV nm^3 and 1/nm, rough assumed values
coupling = np.diag(0.5 * WARP * pair.k**3 * np.exp(-(pair.k / WARP_CUT)**4))
zero = np.zeros_like(coupling)


def warped_level(sign):
    centre = pair.matrix(sign)
    left, right = pair.matrix(sign - 3), pair.matrix(sign + 3)
    h = np.block([[left, coupling, zero], [coupling, centre, coupling],
                  [zero, coupling, right]])
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


warp_plus, warp_minus = warped_level(1), warped_level(-1)
warp_change = warp_plus - warp_minus - split_full

# Short-range exchange on m=-1, from an assumed contact strength
CONTACT = 0.03                    # eV nm^2, rough assumed value
state = eigh(pair.matrix(-1), subset_by_index=[0, 0])[1][:, 0]
c, s = pair.mixing(GAP)
amplitude = np.sum(np.sqrt(pair.k * pair.wk) * c * s * state) / np.sqrt(2 * np.pi)
exchange = CONTACT * amplitude**2

print(f"Quasiparticle gap (rough input): {GAP:.2f} eV")
print(f"Reduced mass (rough input): {MU:.2f} m_e")
print(f"Screening length r0 (rough input): {R0:.2f} nm")
print(f"Surrounding permittivity (input): {KAPPA:.1f}")
print(f"e^2/(4 pi eps0): {COUL:.4f} eV nm")
print(f"hbar^2/m_e: {HB2:.5f} eV nm^2")
print(f"Dirac hbar*v: {dirac_velocity(GAP):.4f} eV nm")
print(f"Conduction curvature at K, plaquette: {curv_c:.5f} nm^2")
print(f"Valence curvature at K, plaquette: {curv_v:.5f} nm^2")
print(f"Conduction curvature at K', plaquette: {curv_c_other:.5f} nm^2")
print(f"Pair curvature magnitude: {omega:.5f} nm^2")
print(f"Energy scale e^2/(4 pi eps0 r0): {COUL / R0:.4f} eV")
print(f"Trial length b, logarithmic estimate: {trial_b:.3f} nm")
print(f"Splitting, hand logarithmic estimate: {1e3 * split_hand:.2f} meV")
print(f"Splitting, numerical logarithmic state: {1e3 * split_log:.2f} meV")
print(f"Parabolic 2p energy from gap: {e_2p:.4f} eV")
print(f"Parabolic 2p mean radius: {mean_r:.3f} nm")
print(f"Parabolic 2p kinetic energy: {kinetic:.4f} eV")
print(f"Mean (2 hbar v k/gap)^2: {2 * kinetic / GAP:.4f}")
print(f"Mean U'/r in 2p: {force_avg:.5f} eV/nm^2")
print(f"Splitting, first-order formula: {1e3 * split_first:.2f} meV")
print(f"Full 1s energy from gap: {e_1s:.4f} eV")
print(f"Full 2s energy from gap: {e_2s:.4f} eV")
print(f"Full 2p m=+1 energy from gap, K: {e_plus:.4f} eV")
print(f"Full 2p m=-1 energy from gap, K: {e_minus:.4f} eV")
print(f"Splitting, full pair equation: {1e3 * split_full:.2f} meV")
print(f"Convergence shift of splitting: {1e3 * shift_split:.5f} meV")
print(f"Convergence shift of 2p m=-1: {1e3 * shift_level:.5f} meV")
print(f"Convergence shift of 1s: {1e3 * shift_1s:.5f} meV")
for factor, ratio in zip((1, 4, 16), ratios):
    print(f"Full/first-order splitting, gap x {factor}: {ratio:.4f}")
for kap in (2.0, 4.0):
    print(f"Permittivity {kap:.0f}: full {1e3 * pair.splitting(kappa=kap):.2f} meV, "
          f"first-order {1e3 * first_order(kappa=kap):.2f} meV")
for gap in (1.8, 2.8):
    print(f"Full splitting, gap {gap:.1f} eV, same mass: "
          f"{1e3 * pair.splitting(gap=gap):.2f} meV")
for length in (3.5, 5.0):
    print(f"Full splitting, r0 {length:.1f} nm: "
          f"{1e3 * pair.splitting(r0=length):.2f} meV")
print(f"Assumed warping coefficient: {WARP:.3f} eV nm^3")
print(f"Warping cutoff wavenumber: {WARP_CUT:.1f} 1/nm")
print(f"Warping shift of 2p m=+1: {1e3 * (warp_plus - e_plus):.3f} meV")
print(f"Warping change of splitting: {1e3 * warp_change:.3f} meV")
print(f"Assumed exchange contact strength: {CONTACT:.3f} eV nm^2")
print(f"Exchange shift of 2p m=-1: {1e3 * exchange:.3f} meV")
print(f"Thermal energy at 300 K: {1e3 * const.k * 300 / const.e:.2f} meV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Quasiparticle gap (rough input): 2.50 eV
Reduced mass (rough input): 0.25 m_e
Screening length r0 (rough input): 4.20 nm
Surrounding permittivity (input): 1.0
e^2/(4 pi eps0): 1.4400 eV nm
hbar^2/m_e: 0.07620 eV nm^2
Dirac hbar*v: 0.4365 eV nm
Conduction curvature at K, plaquette: -0.06096 nm^2
Valence curvature at K, plaquette: 0.06096 nm^2
Conduction curvature at K', plaquette: 0.06096 nm^2
Pair curvature magnitude: 0.12192 nm^2
Energy scale e^2/(4 pi eps0 r0): 0.3428 eV
Trial length b, logarithmic estimate: 0.943 nm
Splitting, hand logarithmic estimate: 31.35 meV
Splitting, numerical logarithmic state: 27.28 meV
Parabolic 2p energy from gap: -0.3131 eV
Parabolic 2p mean radius: 2.137 nm
Parabolic 2p kinetic energy: 0.1208 eV
Mean (2 hbar v k/gap)^2: 0.0966
Mean U'/r in 2p: 0.13025 eV/nm^2
Splitting, first-order formula: 15.88 meV
Full 1s energy from gap: -0.5435 eV
Full 2s energy from gap: -0.2605 eV
Full 2p m=+1 energy from gap, K: -0.3122 eV
Full 2p m=-1 energy from gap, K: -0.3273 eV
Splitting, full pair equation: 15.12 meV
Convergence shift of splitting: 0.00398 meV
Convergence shift of 2p m=-1: -0.00413 meV
Convergence shift of 1s: -0.02504 meV
Full/first-order splitting, gap x 1: 0.9520
Full/first-order splitting, gap x 4: 0.9847
Full/first-order splitting, gap x 16: 0.9955
Permittivity 2: full 9.56 meV, first-order 9.80 meV
Permittivity 4: full 4.03 meV, first-order 4.01 meV
Full splitting, gap 1.8 eV, same mass: 20.68 meV
Full splitting, gap 2.8 eV, same mass: 13.56 meV
Full splitting, r0 3.5 nm: 20.66 meV
Full splitting, r0 5.0 nm: 11.17 meV
Assumed warping coefficient: 0.010 eV nm^3
Warping cutoff wavenumber: 4.0 1/nm
Warping shift of 2p m=+1: -0.606 meV
Warping change of splitting: 0.134 meV
Assumed exchange contact strength: 0.030 eV nm^2
Exchange shift of 2p m=-1: 0.455 meV
Thermal energy at 300 K: 25.85 meV
ALL CHECKS PASSED
```
